# Mean position, mean spin and helicity of a free Dirac particle

When a four-component wave packet is propagated and its spin and orbital angular momentum are to be recorded, one must decide which operators to place between the spinors. The obvious choice, \(\boldsymbol\Sigma/2\) and \(\mathbf x\times\mathbf p\), gives two quantities that can exchange angular momentum even when no force acts. Another choice gives two quantities that are separately constant. The choice also decides which spinor deserves to be called "spin along \(x\)" at the start of the run.

The Hamiltonian is

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad E=\sqrt{m^2c^4+c^2p^2},\qquad m>0 ,
\]

with \(\hbar=1\). In the momentum representation \(\mathbf x=i\nabla_p\). The standard representation is used, in which \(\beta\) is \(+1\) on the upper two components and \(-1\) on the lower two, \(\boldsymbol\alpha\) couples upper to lower, and \(\boldsymbol\Sigma\) holds a Pauli matrix \(\boldsymbol\sigma\) in each block. With \(\gamma_5=\alpha_i\Sigma_i\) (no sum), the products needed are

\[
\alpha_k\alpha_i=\delta_{ki}+i\epsilon_{kil}\Sigma_l,\qquad
\Sigma_i\alpha_k=\delta_{ik}\gamma_5+i\epsilon_{ikl}\alpha_l .
\]

The product \(\alpha_k\Sigma_i\) has the opposite sign in its second term, so \([\alpha_k,\Sigma_i]=-2i\epsilon_{ikl}\alpha_l\). The Heisenberg equations are therefore

\[
\dot{\boldsymbol\Sigma}=i[H,\boldsymbol\Sigma]=2c\,\mathbf p\times\boldsymbol\alpha,\qquad
\dot{\mathbf x}=c\boldsymbol\alpha,\qquad
\frac{d}{dt}(\mathbf x\times\mathbf p)=c\,\boldsymbol\alpha\times\mathbf p .
\]

Half the first rate cancels the last, so \(\mathbf J=\mathbf x\times\mathbf p+\boldsymbol\Sigma/2\) is conserved while its two parts are not. For a combination \(\mathbf n(\mathbf p)\cdot\boldsymbol\Sigma\),

\[
i[H,\mathbf n\cdot\boldsymbol\Sigma]=2c\,\mathbf n\cdot(\mathbf p\times\boldsymbol\alpha)=2c\,(\mathbf n\times\mathbf p)\cdot\boldsymbol\alpha .
\]

The three \(\alpha_i\) are linearly independent, so this vanishes only if \(\mathbf n\) is parallel to \(\mathbf p\). In this sense \(\boldsymbol\Sigma\) conserves only helicity, \(\boldsymbol\Sigma\cdot\hat{\mathbf p}\).

To find a better split of \(\mathbf J\), bring \(H\) to diagonal form. Let \(K=\beta\,\boldsymbol\alpha\cdot\hat{\mathbf p}\). Since \(\beta\) anticommutes with \(\boldsymbol\alpha\), \(K^2=-1\) and \(K^\dagger=-K\), and

\[
KH=cp\,\beta-mc^2\,\boldsymbol\alpha\cdot\hat{\mathbf p}=-HK .
\]

The matrix \(U=e^{\theta K}=\cos\theta+K\sin\theta\) is thus unitary, and moving \(U^\dagger=e^{-\theta K}\) through \(H\) reverses its exponent:

\[
UHU^\dagger=e^{2\theta K}H=\beta(mc^2\cos2\theta+cp\sin2\theta)+\boldsymbol\alpha\cdot\hat{\mathbf p}\,(cp\cos2\theta-mc^2\sin2\theta).
\]

The choice \(\cos2\theta=mc^2/E\), \(\sin2\theta=cp/E\) removes the second term and leaves \(UHU^\dagger=\beta E\). Half-angle formulas give

\[
U=\frac{E+mc^2+c\beta\,\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2E(E+mc^2)}} ,
\]

which is smooth at \(\mathbf p=0\). This is the free Foldy-Wouthuysen transformation. In the transformed frame, upper components carry positive energy and lower components negative energy.

Now ask for a position operator \(\mathbf X\) with these properties: it is Hermitian, it satisfies \([X_i,p_j]=i\delta_{ij}\), it does not mix the signs of the energy, it is a vector under rotations, odd under parity and even under time reversal, its components commute, and it is regular at \(\mathbf p=0\). The bare \(\mathbf x\) fails the third demand, because the sign operator \(H/E\) depends on \(\mathbf p\).

Write \(\mathbf X'=U\mathbf XU^\dagger\). The matrix \(\beta\,\boldsymbol\alpha\cdot\mathbf p\) is a scalar under rotations and unchanged by parity and time reversal, so \(U\) respects all three and the demands may be imposed on \(\mathbf X'\). The difference \(\mathbf A=\mathbf X'-\mathbf x\) commutes with \(\mathbf p\), so it is a matrix function of \(\mathbf p\). It must also commute with \(UHU^\dagger/E=\beta\), so it is block diagonal. In each block a vector built from \(\mathbf p\) and the Pauli matrices is a combination of \(\mathbf p\), \(\boldsymbol\sigma\), \(\mathbf p(\mathbf p\cdot\boldsymbol\sigma)\) and \(\mathbf p\times\boldsymbol\sigma\), with coefficients that depend on \(p\) and are real by Hermiticity. Parity reverses \(\mathbf p\) but not \(\boldsymbol\sigma\), which excludes the second and third. Time reversal reverses both, which excludes the first. What remains is \(\mathbf A=b(p)\,\mathbf p\times\boldsymbol\sigma\).

Commuting components require \(i(\partial_iA_j-\partial_jA_i)+[A_i,A_j]=0\), or, contracted with \(\tfrac12\epsilon_{kij}\), \(i\nabla\times\mathbf A+\mathbf A\times\mathbf A=0\). The curl follows from \(\nabla\times(\mathbf p\times\boldsymbol\sigma)=\boldsymbol\sigma-3\boldsymbol\sigma=-2\boldsymbol\sigma\):

\[
\nabla\times\mathbf A=\frac{b'}{p}\left[\mathbf p(\mathbf p\cdot\boldsymbol\sigma)-p^2\boldsymbol\sigma\right]-2b\,\boldsymbol\sigma .
\]

For the other term take \(\mathbf p\) along axis 3. Then \(\mathbf A=bp(-\sigma_2,\sigma_1,0)\), and the one nonzero component of \(\mathbf A\times\mathbf A\) is \(b^2p^2[-\sigma_2,\sigma_1]=2ib^2p^2\sigma_3\). The part of the condition along \(\mathbf p\) is \(-2ib+2ib^2p^2=0\), so \(b=0\) or \(b=1/p^2\). The transverse part, \(pb'+2b=0\), admits both. The second makes \(\mathbf A\) diverge as \(1/p\) at the origin and is excluded by regularity. Hence \(\mathbf A=0\), and

\[
\mathbf X=U^\dagger\mathbf x\,U,\qquad
\mathbf S=\mathbf J-\mathbf X\times\mathbf p=U^\dagger\,\tfrac12\boldsymbol\Sigma\,U .
\]

The second equation uses \(U^\dagger\mathbf JU=\mathbf J\). These are the mean position and the mean spin; the Newton-Wigner position operator is \(\mathbf X\) restricted to positive energies. Its eigenstates there are \(e^{-i\mathbf p\cdot\mathbf a}U^\dagger\chi\), with \(\chi\) a constant upper spinor: \(U\) removes the factor \(U^\dagger\), and \(i\nabla_p\) then brings down \(\mathbf a\).

The explicit form of \(\mathbf X\) comes from \(U^\dagger\mathbf xU=\mathbf x+iU^\dagger\nabla_pU\). The gradient acts on the angle and on the direction in \(K\):

\[
\nabla_pU=\theta'\hat{\mathbf p}\,KU+\frac{\sin\theta}{p}\,\beta\boldsymbol\alpha_\perp,\qquad
\boldsymbol\alpha_\perp=\boldsymbol\alpha-\hat{\mathbf p}(\boldsymbol\alpha\cdot\hat{\mathbf p}),\qquad
\theta'=\frac{mc^3}{2E^2}.
\]

The last value follows from \(2\theta=\arctan(p/mc)\). In the first term \(U^\dagger KU=K\). In the second, \(U^\dagger=\cos\theta-K\sin\theta\), and the product formula for \(\boldsymbol\alpha\) gives \(K\beta\boldsymbol\alpha_\perp=-(\boldsymbol\alpha\cdot\hat{\mathbf p})\boldsymbol\alpha_\perp=-i\,\boldsymbol\Sigma\times\hat{\mathbf p}\). Therefore

\[
iU^\dagger\nabla_pU=i\theta'K\hat{\mathbf p}+\frac{i\sin\theta\cos\theta}{p}\,\beta\boldsymbol\alpha_\perp-\frac{\sin^2\theta}{p}\,\boldsymbol\Sigma\times\hat{\mathbf p}.
\]

Here \(\sin\theta\cos\theta/p=c/(2E)\) and \(\sin^2\theta=(E-mc^2)/(2E)=c^2p^2/[2E(E+mc^2)]\). When \(\boldsymbol\alpha_\perp\) is written out, the coefficient of \(iK\hat{\mathbf p}\) becomes

\[
\frac{mc^3}{2E^2}-\frac{c}{2E}=-\frac{c(E-mc^2)}{2E^2}=-\frac{c^3p^2}{2E^2(E+mc^2)} .
\]

The result is

\[
\mathbf X=\mathbf x+\frac{ic\beta\boldsymbol\alpha}{2E}-\frac{ic^3\beta(\boldsymbol\alpha\cdot\mathbf p)\,\mathbf p}{2E^2(E+mc^2)}-\frac{c^2\,\boldsymbol\Sigma\times\mathbf p}{2E(E+mc^2)} .
\]

For the spin, split \(\boldsymbol\Sigma\) into \(\boldsymbol\Sigma_\parallel=\hat{\mathbf p}(\hat{\mathbf p}\cdot\boldsymbol\Sigma)\) and the transverse rest \(\boldsymbol\Sigma_\perp\). The parallel part commutes with \(K\) and is unchanged by \(U\). The transverse part anticommutes with \(\boldsymbol\alpha\cdot\hat{\mathbf p}\), and so with \(K\), whence

\[
U^\dagger\boldsymbol\Sigma_\perp U=\boldsymbol\Sigma_\perp e^{2\theta K}=\boldsymbol\Sigma_\perp\left(\frac{mc^2}{E}+\frac{cp}{E}K\right),\qquad
\boldsymbol\Sigma_\perp K=i\beta\,\hat{\mathbf p}\times\boldsymbol\alpha .
\]

Since \(1-mc^2/E=c^2p^2/[E(E+mc^2)]\) and \(p^2\boldsymbol\Sigma_\perp=\mathbf p\times(\boldsymbol\Sigma\times\mathbf p)\),

\[
2\mathbf S=\boldsymbol\Sigma-\frac{ic\beta\,\boldsymbol\alpha\times\mathbf p}{E}-\frac{c^2\,\mathbf p\times(\boldsymbol\Sigma\times\mathbf p)}{E(E+mc^2)} .
\]

Being a unitary transform of \(\boldsymbol\Sigma/2\), \(\mathbf S\) obeys the spin-\(\tfrac12\) algebra, each component has eigenvalues \(\pm\tfrac12\), and it commutes with \(\mathbf X\). Its component along \(\mathbf p\) is half the helicity \(\boldsymbol\Sigma\cdot\hat{\mathbf p}\), so the two descriptions differ only across the momentum.

Conservation is now read off in the transformed frame, where the Hamiltonian is \(\beta E\). It commutes with \(\boldsymbol\Sigma\), and

\[
[\beta E,\mathbf x\times\mathbf p]=-i\beta\,(\nabla_pE)\times\mathbf p=0,\qquad \nabla_pE=\frac{c^2\mathbf p}{E}.
\]

Transforming back gives

\[
[H,\mathbf S]=0,\qquad [H,\mathbf X\times\mathbf p]=0,\qquad
\dot{\mathbf X}=U^\dagger\beta(\nabla_pE)U=\frac{H}{E}\,\frac{c^2\mathbf p}{E}.
\]

The mean position moves uniformly, at velocity \(c^2\mathbf p/E\) for positive energy, whereas the bare velocity \(c\boldsymbol\alpha\) does not commute with \(H\). These laws hold for free motion. A potential \(V(\mathbf x)\) that is not constant does not commute with the momentum-dependent matrix \(\mathbf S\), so the mean spin is then in general no longer conserved, and for a central potential \(\mathbf J\) remains.

That \(\boldsymbol\Sigma\) is not conserved does not mean that its expectation value must move. Reversing \(\theta\) in the formulas above gives the bare operators in the transformed frame:

\[
U\boldsymbol\Sigma U^\dagger=\boldsymbol\Sigma_\parallel+\frac{mc^2}{E}\boldsymbol\Sigma_\perp+\frac{ic\beta\,\boldsymbol\alpha\times\mathbf p}{E},\qquad
U\mathbf xU^\dagger=\mathbf x-\frac{c^2\,\boldsymbol\Sigma\times\mathbf p}{2E(E+mc^2)}+(\text{terms in }\boldsymbol\alpha).
\]

The terms in \(\boldsymbol\alpha\) connect opposite energy signs and drop out of any expectation value in a purely positive-energy state. What is left of \(\boldsymbol\Sigma\) commutes with \(E\). In such a state \(\langle\boldsymbol\Sigma\rangle\) is therefore constant, with its transverse part multiplied, at each momentum, by the factor \(mc^2/E\). Its motion needs interference between the two energy signs.

The sideways term in \(\mathbf x\) has a familiar consequence. Add a weak linear potential \(V=\mathbf g\cdot\mathbf x\), and keep first order in \(\mathbf g\) and leading order in \(p/mc\). Within positive energies the spin-dependent part of \(V\) is

\[
-\frac{\mathbf g\cdot(\boldsymbol\sigma\times\mathbf p)}{4m^2c^2}=\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2},
\]

which is the spin-orbit coupling. It appears because the potential acts at \(\mathbf x\), while the freely moving coordinate is \(\mathbf X\).

For numbers, take an electron with \(p=100\) atomic units along \(z\), in Hartree atomic units with \(m=1\) and \(c=137.036\). The rest energy is \(c^2=18778.87\) hartree, and

\[
E=\sqrt{(18778.87)^2+(137.036\times100)^2}=23247.25\ \text{hartree},
\]

a kinetic energy of 4468.38 hartree, or 121.6 keV. The two ratios that govern the spin are \(mc^2/E=0.80779\) and \(cp/E=0.58947\).

State A is the bare upper spinor \(a\) with spin along \(x\), so \(\Sigma_xa=a\). In the transformed frame it evolves as \(\cos\theta\,e^{-iEt}a+\sin\theta\,e^{iEt}Ka\). The second part has negative energy and weight \(\sin^2\theta=(E-mc^2)/(2E)=0.0961\). Because \(K\) anticommutes with \(\Sigma_x\), the spinor \(Ka\) has \(\Sigma_x=-1\), and twice the mean spin is the constant

\[
\langle2S_x\rangle_A=\cos^2\theta-\sin^2\theta=\frac{mc^2}{E}=0.80779 .
\]

The bare operator becomes \(\Sigma_x(\cos2\theta-K\sin2\theta)\). Its first term contributes \(\cos2\theta(\cos^2\theta-\sin^2\theta)=\cos^22\theta\). In the second, \(a^\dagger\Sigma_xK(Ka)=-1\) and \((Ka)^\dagger\Sigma_xKa=-1\), so the two cross terms of \(\Sigma_xK\) add to \(-2\sin\theta\cos\theta\cos2Et=-\sin2\theta\cos2Et\). Together,

\[
\langle\Sigma_x\rangle_A=\left(\frac{mc^2}{E}\right)^2+\left(\frac{cp}{E}\right)^2\cos2Et=0.65252+0.34748\cos2Et .
\]

The period is \(T=\pi/E=1.351\times10^{-4}\) atomic units of time, or \(3.27\times10^{-21}\) s. The value falls from 1 at \(t=0\) to \(0.65252-0.34748=0.305\) at \(T/2\) and then returns. The bare spin \(\Sigma_x/2\) thus loses 0.347 in half a period. In a packet narrow in momentum, conservation of \(\mathbf J\) requires \(\mathbf x\times\mathbf p\) to gain that amount, although nothing acts on the particle.

State B is \(U^\dagger a\), which has positive energy only. Here \(\langle2S_x\rangle=1\) and \(\langle\Sigma_x\rangle=0.80779\), both constant. The missing 19 per cent in the bare value is not a lack of polarization: the state is an eigenstate of \(S_x\) with eigenvalue \(\tfrac12\). For an initial free-electron packet without a negative-energy part, the spinor to use is \(U^\dagger(\mathbf p)\,a\), evaluated at each momentum of the packet, and \(\mathbf S\) is the operator that reads its spin. The spinor B of the central momentum, held fixed across the packet, has purely positive energy only at that momentum.

The two positions also differ in state B. Since \(\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}\), the bare position lies on the \(+y\) side of the mean position by

\[
\frac{c^2p}{2E(E+mc^2)}=\frac{18778.87\times100}{2\times23247.25\times42026.12}=9.61\times10^{-4}\ \text{bohr},
\]

or 0.0509 pm, about 13 per cent of the reduced Compton length \(1/(mc)=7.30\times10^{-3}\) bohr. This is the limit of a packet narrow in momentum. With a Gaussian spread of 2 atomic units (standard deviation of the probability) in \(p_y\), and \(p_x=0\), \(p_z=100\) held fixed, numerical quadrature of \(\langle i\partial/\partial p_y\rangle\) gives \(9.6095\times10^{-4}\) bohr against the limiting \(9.6106\times10^{-4}\). The slight reduction arises because momenta off the axis have larger \(E\), which lowers the averaged coefficient \(c^2p_z/[2E(E+mc^2)]\).

The limits show where the distinction matters. For \(p\ll mc\) the transverse reduction of \(\boldsymbol\Sigma\) is \(1-mc^2/E\approx p^2/(2m^2c^2)\), and the sideways offset for spin across \(\mathbf p\) is \(p/(4m^2c^2)\); both vanish with \(p\). For \(p\gg mc\) the transverse bare spin in positive-energy states tends to zero and helicity alone survives, while the offset tends to \(1/(2p)\). If \(m=0\) from the start, \(\theta=\pi/4\) at every \(p\), and \(U\) depends on the direction of \(\mathbf p\) even at the origin. The regularity used to single out \(\mathbf X\) is then lost, and this construction does not supply a regular mean position.

Numbers in the example were calculated in double precision.
